# Group velocity of a Bloch phonon from its stiffness matrix

## Form of the answer

A Bloch phonon with wavevector $q$ and angular frequency $\omega$ has a column $u$ of complex displacement amplitudes in one unit cell. It obeys

$$K(q)\,u=\omega^2 M u, \tag{1}$$

where $K$ is the Hermitian stiffness matrix and $M$ the positive mass matrix, taken independent of $q$. The group velocity is the slope of $\omega(q)$. Symmetry and dimensions fix its form before any perturbation theory.

Suppose that the slope of $\lambda_p=\omega_p^2$ exists and is linear in $\partial K/\partial q$. Describe the motion by the normal modes $u_n$ at the chosen $q$, with $u_m^\dagger Mu_n=\delta_{mn}$. The phase of each mode is arbitrary. Changing these phases multiplies the element $u_m^\dagger(\partial K/\partial q)u_n$ by a phase factor if $m\neq n$, and leaves it unchanged if $m=n$. The slope cannot depend on arbitrary phases, so it contains diagonal elements alone. To find which ones, take a case in which the off-diagonal elements vanish. The modes are then uncoupled to first order, and $\lambda_p$ changes by its own diagonal element.

For a mode of any normalization the result must not change when $u$ is multiplied by a number, so we divide by the modal mass $\mu=u^\dagger Mu$. With $\partial\lambda=2\omega\,\partial\omega$ this gives

$$v_\alpha=\frac{\partial\omega}{\partial q_\alpha}=\frac{u^\dagger(\partial K/\partial q_\alpha)u}{2\omega\mu}. \tag{2}$$

The units agree. With $K$ in N/m, its wavevector derivative is in N, and N/(kg s$^{-1}$) is m/s. The argument assumed that the slope exists. The derivation below proves this and shows where nondegeneracy enters.

## The stiffness matrix

Let $x_i(R,t)$ be the displacement of site $i$ in the cell at lattice vector $R$. For harmonic forces of finite range,

$$m_i\ddot x_i(R)=-\sum_{j,R'}\Phi_{ij}(R'-R)\,x_j(R'). \tag{3}$$

Each $\Phi_{ij}$ is a real force-constant matrix acting on the Cartesian components. It is a second derivative of the potential energy, and the order of differentiation is immaterial, so $\Phi_{ji}(-R)=\Phi_{ij}(R)^T$.

Insert $x_i(R,t)=u_i e^{i(q\cdot R-\omega t)}$. The left side becomes $-\omega^2m_iu_i$ times the common exponential, and cancelling it gives (1) with

$$K_{ij}(q)=\sum_R\Phi_{ij}(R)e^{iq\cdot R}. \tag{4}$$

The Hermitian conjugate of block $ji$ is $\sum_R\Phi_{ji}(R)^Te^{-iq\cdot R}=\sum_R\Phi_{ij}(-R)e^{-iq\cdot R}$. Replacing $R$ by $-R$ turns this into $K_{ij}$, so $K$ is Hermitian. The sum is finite, so $K$ is smooth in $q$.

A packet of such waves with a narrow range of wavevectors is centred where the phase $q\cdot R-\omega t$ is stationary in $q$, that is at $R=t\,\nabla_q\omega$. This is why the slope is the velocity of the packet.

## Derivation

Let $u_n$ and $\lambda_n$ be the normalized modes and eigenvalues at $q$, and let $p$ label a simple eigenvalue with $\lambda_p>0$. Move $q$ by $\delta$ along axis $\alpha$ and write $\Delta K=K(q+\delta)-K(q)$. Let $w$ and $\Lambda$ be the mode and eigenvalue at $q+\delta$ with the same place in the ordered list, with $w^\dagger Mw=1$. Then

$$u_n^\dagger K(q+\delta)w=\Lambda u_n^\dagger Mw,\qquad u_n^\dagger K(q)w=\lambda_n u_n^\dagger Mw. \tag{5}$$

The second equality uses the Hermitian conjugate of $K(q)u_n=\lambda_nMu_n$. Subtraction gives, for a step of any size,

$$(\Lambda-\lambda_n)\,u_n^\dagger Mw=u_n^\dagger\,\Delta K\,w. \tag{6}$$

We now show that $w$ approaches $u_p$. Let $\varepsilon$ be the largest value of $|x^\dagger\Delta Kx|/(x^\dagger Mx)$ over all vectors $x$. It tends to zero with $\delta$. The ordered eigenvalues are min-max values of the quotient $x^\dagger Kx/(x^\dagger Mx)$. If this quotient changes by at most $\varepsilon$ for every $x$, so do its min-max values, and $|\Lambda-\lambda_p|\le\varepsilon$. Let $g$ be the distance from $\lambda_p$ to the nearest other eigenvalue. For $n\neq p$ and $\varepsilon<g$, (6) gives

$$|u_n^\dagger Mw|\le\frac{\varepsilon}{g-\varepsilon}. \tag{7}$$

The numerator follows because $\varepsilon$ also bounds the elements of the Hermitian matrix $\Delta K$ between $M$-normalized vectors. All overlaps with other modes therefore vanish as $\delta\to0$. The squared overlaps sum to one, so $|u_p^\dagger Mw|\to1$. Choosing the free phase of $w$ to make this overlap positive gives $w\to u_p$. Nondegeneracy, $g>0$, is what makes this step work.

Set $n=p$ in (6), divide by $\delta$ and let $\delta\to0$:

$$\frac{\partial\lambda_p}{\partial q_\alpha}=u_p^\dagger\frac{\partial K}{\partial q_\alpha}u_p. \tag{8}$$

No derivative of the mode was needed. Restoring an arbitrary normalization divides the right side by $\mu$. Since $\lambda_p>0$, $\omega=\sqrt{\lambda_p}$ is differentiable and $\partial\lambda_p=2\omega\,\partial\omega$, which proves (2). The right side of (2) is continuous in $q$ near a simple eigenvalue, so its components form a true gradient.

## Independence of the phase convention

In (4) the phase changes between cells. One may instead measure it at the site positions $r_i$ by writing $u=Sa$, where $S$ is diagonal with entries $e^{iq\cdot r_i}$. The new stiffness matrix is $K'=S^\dagger KS$. Let $X$ be the diagonal matrix of the coordinates $r_{i\alpha}$. Then $\partial S=iXS$ and $\partial S^\dagger=-iS^\dagger X$, so

$$\partial K'=S^\dagger\big[\partial K+i(KX-XK)\big]S. \tag{9}$$

In the expectation value, use $Ku=\omega^2Mu$ on the right and its conjugate on the left:

$$a^\dagger\partial K'a=u^\dagger\partial K\,u+i\omega^2u^\dagger(MX-XM)u. \tag{10}$$

For point masses $M$ is diagonal and commutes with $X$, so the last term vanishes. The modal mass is also unchanged. The matrix $\partial K$ depends on the convention, but the velocity does not.

## Energy flow in a multilayer

For waves along the normal of a multilayer with period $D$, use a chain of masses $1,\dots,N$ per cell. Masses and spring constants are taken per unit area. Only the bond between mass $N$ and mass $1$ of the next cell carries a phase. If its stiffness is $k$, then $K_{N1}=-ke^{iqD}$ and $K_{1N}=-ke^{-iqD}$. With $z=e^{iqD}u_N^*u_1$,

$$u^\dagger\frac{\partial K}{\partial q}u=-ikDz+ikDz^*=2kD\,\mathrm{Im}\,z. \tag{11}$$

Compare this with the power through the same bond. The amplitudes at its ends are $L=u_N$ and $R=e^{iqD}u_1$. The force on the right mass is $-k(R-L)$ and its velocity is $-i\omega R$. The mean product of two oscillating quantities is half the real part of one amplitude's conjugate times the other, so

$$P=\tfrac12\mathrm{Re}\big[i\omega k(|R|^2-L^*R)\big]=\tfrac12\omega k\,\mathrm{Im}\,z. \tag{12}$$

The mean kinetic energy per cell is $\omega^2\mu/4$. The mean potential energy is $u^\dagger Ku/4$, which equals $\omega^2\mu/4$ by (1). The total is $E=\omega^2\mu/2$, and therefore

$$\frac{PD}{E}=\frac{kD\,\mathrm{Im}\,z}{\omega\mu}=v. \tag{13}$$

The group velocity is the energy flow divided by the energy per length. The expectation value in (2) measures the flow, and the modal mass measures the stored energy.

## Long waves and zone edges

As $q\to0$ on the acoustic branch, all masses move with nearly the same amplitude $u_0$. The force $F$ carried by the bonds is of order $q$. It varies along the cell by the inertial forces, of order $\omega^2\sim q^2$, so to leading order it is uniform. Each bond $j$ stretches by $F/k_j$, and the stretches sum to $(e^{iqD}-1)u_0\simeq iqDu_0$. For the boundary bond $R-L=F/k$, hence

$$\mathrm{Im}\,z=\mathrm{Im}[L^*(R-L)]=\frac{qD|u_0|^2}{k\sum_j1/k_j}. \tag{14}$$

With $\mu=|u_0|^2\sum_jm_j$, (13) becomes $\omega\,d\omega/dq=c^2q$, where $c^2=D^2/(\sum_jm_j\sum_j1/k_j)$. Integration from $\omega(0)=0$ gives $\omega=cq$. For layers of thickness $d_i$, density $\rho_i$ and stiffness $C_i$,

$$c=\frac{D}{\sqrt{(\sum_i\rho_id_i)(\sum_id_i/C_i)}}. \tag{15}$$

At $q=0$ itself (2) reads $0/0$ on this branch, and the limit supplies the value.

At $q=\pi/D$ the phase factor is $-1$ and $K$ is real. A simple mode can then be chosen real, so $\mathrm{Im}\,z=0$ and $v=0$. The mode is a standing wave that carries no mean power.

## A dense and porous germanium stack

Take alternating 20 nm layers of dense and porous germanium, with $D=40$ nm. Rough values for longitudinal waves are $C=130$ and 50 GPa, and $\rho=5300$ and 3200 kg/m$^3$. Each cell is divided into 80 elements of length $h=0.5$ nm. An element has spring constant $C/h$, and half of its mass goes to each end. Equation (1) is solved by numerical diagonalization at $q=0.6\pi/D=0.0471$ nm$^{-1}$.

A continuum calculation gives a comparison. Across a layer with impedance $Z_i=\sqrt{\rho_iC_i}$ and phase $\phi_i=\omega d_i\sqrt{\rho_i/C_i}$, displacement and stress are carried forward by

$$T_i=\begin{pmatrix}\cos\phi_i&\sin\phi_i/(\omega Z_i)\\-\omega Z_i\sin\phi_i&\cos\phi_i\end{pmatrix}. \tag{16}$$

The product $T_2T_1$ has determinant one and Bloch eigenvalues $e^{\pm iqD}$. Half its trace gives

$$\cos qD=\cos\phi_1\cos\phi_2-\tfrac12\Big(\frac{Z_1}{Z_2}+\frac{Z_2}{Z_1}\Big)\sin\phi_1\sin\phi_2. \tag{17}$$

The last column below is the slope of the roots of (17), found by finite differences.

| Branch | $\omega/2\pi$ (GHz) | $v$ from (2) (m/s) | $v$ from (17) (m/s) |
|---|---:|---:|---:|
| 1 | 30.1 | 3723 | 3723 |
| 2 | 79.5 | −3694 | −3696 |
| 3 | 140.8 | 3778 | 3784 |
| 4 | 188.2 | −3710 | −3720 |

The discrepancy comes from the finite mesh. For branch 2 it is 0.05% of the continuum velocity, and it falls by a factor of four when $h$ is halved from 1 to 0.5 nm.

For branch 2, scale the largest displacement amplitude to one. Diagonalization gives $\omega=4.9973\times10^{11}$ rad/s, $\mu=6.8154\times10^{-5}$ kg/m$^2$ and $\mathrm{Im}\,z=-0.031454$. The boundary bond lies in the porous layer, so $k=(50\times10^9)/(0.5\times10^{-9})=10^{20}$ N/m$^3$. From (11),

$$u^\dagger\frac{\partial K}{\partial q}u=2(10^{20})(4\times10^{-8})(-0.031454)=-2.5163\times10^{11}\ \mathrm{N/m^2}. \tag{18}$$

Equation (2) then gives

$$v=\frac{-2.5163\times10^{11}}{2(4.9973\times10^{11})(6.8154\times10^{-5})}=-3694\ \mathrm{m/s}, \tag{19}$$

or $-3.69$ nm/ps. If the largest amplitude is 1 pm, the energy per cell is $\omega^2\mu(1\ \mathrm{pm})^2/2=8.51$ μJ/m$^2$, and (12) gives $P=-78.6$ W/cm$^2$. Their ratio times $D$ returns the same velocity.

The minus sign means that energy flows against the positive $q$ used as a label. The matrix (4) is unchanged when $2\pi/D$ is subtracted from $q$. The same mode may therefore be labelled $-1.4\pi/D$, which points along the energy flow.

Equation (15) gives a long-wave speed of 4122 m/s for this stack. The first gap, at $q=\pi/D$, runs from 42.6 to 67.1 GHz, and the velocity vanishes at its edges.

## Where the formula must be changed

**Degenerate modes.** If two modes share $\lambda_p$, the argument after (6) shows only that $w$ approaches their common subspace. Let the columns of $U$ be two $M$-normalized, orthogonal modes and write $w\to Uc$. Dividing (6) by $\delta$ for both modes gives

$$\frac{\Lambda-\lambda_p}{\delta}\,c\;\to\;U^\dagger\frac{\partial K}{\partial q_\alpha}U\,c. \tag{20}$$

The two slopes of $\omega$ are the eigenvalues of $U^\dagger(\partial K/\partial q_\alpha)U/(2\omega)$. As an example, fill the whole 40 nm cell with dense germanium. The gap closes, and the two lowest modes at $q=\pi/D$ are degenerate. Equation (20) gives slopes of $\pm4952$ m/s, the sound velocities in the two directions to within the small mesh error. A cosine standing wave is also a mode there, but inserting it in (2) gives zero, which is the slope of neither branch.

**A mass matrix that depends on $q$.** Write $M_\delta=M(q+\delta)$ and $\Delta M=M_\delta-M$. Repeating the subtraction in (5) for the chosen mode gives

$$u^\dagger\Delta K\,w=(\Lambda-\lambda_p)u^\dagger M_\delta w+\lambda_pu^\dagger\Delta M\,w. \tag{21}$$

If $M$ is continuously differentiable, the limit is

$$v_\alpha=\frac{u^\dagger(\partial K/\partial q_\alpha-\omega^2\,\partial M/\partial q_\alpha)u}{2\omega\mu}. \tag{22}$$

This occurs with linear finite elements, where each element has mass $\rho h/3$ on its two diagonal entries and $\rho h/6$ off the diagonal. The boundary element then contributes $M_{N1}=(\rho h/6)e^{iqD}$. By the algebra of (11), its term in (22) multiplies the stiffness term by $1+\omega^2\rho h^2/(6C)$. For $h=4$ nm in the porous layer and the frequency used in (19), this factor is 1.043. Diagonalization on that mesh gives $-3793$ m/s from (22), equal to the finite-difference slope of $\omega$, and $-3635$ m/s if the mass term is dropped.

## The model beside a real stack

Porous germanium can be made by electrochemical etching, but its stiffness depends on the pore structure, and the value used here is only a rough one. At fixed $q$ and densities, changing the porous stiffness by $-20\%$ or $+20\%$ changes the branch 2 velocity to $-3277$ or $-4038$ m/s. This is the largest of the velocity shifts estimated here. Real interfaces are not sharp. Averaging stiffness and density over a moving window of 4.5 nm gives $-3786$ m/s, 2.5% faster. The size of this shift depends on the profile assumed: averaging the compliance $1/C$ instead of the stiffness gives only 0.7%. Softening both layers by 1% reduces the speed by 0.5%. Atomic planes about 0.14 nm apart, joined by nearest-neighbour springs, would lower the group velocity in uniform dense germanium at this frequency by the fraction $(\omega a/c_1)^2/8$, with $a$ the plane spacing and $c_1=4953$ m/s the sound speed there. This is about 0.0025%, and the shift in the stack is of the same order.

The packet also decays. Treat the pores as isolated spheres of radius $r=1.5$ nm with cross-section of order $\pi r^2(\kappa r)^4$, where $\kappa$ is the local wavenumber and $\kappa r=0.19$. For empty cavities in an isotropic elastic solid the numerical prefactor is about 3 to 4 when the ratio of longitudinal to transverse sound speed lies between about 1.55 and 1.75. The porous layers, with 40% porosity, hold about 59% of the mode's energy. At the group velocity of branch 2 the scattering path is then about 2 μm. Using the wavenumber and sound speed of dense germanium instead gives about 3.5 μm. Pores this crowded are not truly isolated: for non-overlapping equal spheres at this porosity $p$, positional correlations would reduce long-wave scattering by roughly $(1-p)^4/(1+2p)^2\simeq0.04$. The estimate is therefore crude. It is also sensitive to the assumed radius, since at fixed porosity the scattering rate grows about as $r^3$.

For anharmonic damping, suppose that strain shifts the frequencies of two groups of thermal phonons oppositely, by a fraction $\gamma$ per unit strain. The groups return to a common temperature in a time $\tau$. The unrelaxed stiffness exceeds the relaxed one by the fraction $\Delta=\gamma^2C_VT/C$, with $C_V$ the heat capacity per volume. The energy decay rate is $\omega\Delta\,\omega\tau/(1+\omega^2\tau^2)$, which is at most $\omega\Delta/2$ for any $\tau$. Rough dense-germanium values, $\gamma=1$, $C_V=1.7$ J/(cm$^3$ K) and $T=300$ K, would limit the linewidth to 0.16 GHz if they held throughout the stack. If heat capacity scales with density, the porous layer has a $\Delta$ larger by $(3200/5300)(130/50)\simeq1.6$. About half of the strain energy of branch 2 lies in that layer, which raises the linewidth limit to 0.20 GHz and puts the anharmonic path above 2.9 μm, or about 70 periods. Pore scattering with a path of 2 μm adds about 0.3 GHz. For pores of this radius the total linewidth of about 0.5 GHz is far below the 24.6 GHz width of the first gap, and a Bloch mode remains a useful description. Larger pores change this. The same isolated-sphere estimate gives 1 to 2 GHz for $r=3$ nm, and 5 to 8 GHz, a path of only two or three periods, for $r=5$ nm.

The phonon energy is 0.33 meV, against $k_BT=25.9$ meV at 300 K. This mode is a coherent acoustic wave of the stack, not a typical carrier of heat at room temperature. Equation (2) applies to those carriers too, but their $K$ must be built from atomic force constants, because at their much shorter wavelengths atomic dispersion is no longer negligible.
